# Zigzag edge states and their splitting in finite honeycomb ribbons: a program that tests the result

```python
"""
Zigzag edge state of the nearest-neighbour honeycomb lattice.

Result under test: with g = 2 cos(k/2), a semi-infinite lattice has a
zero-energy edge state on one sublattice with amplitude ratio -g per row,
normalizable only for |g| < 1.  In a ribbon of N zigzag rows the two edge
states have energies +E and -E,
    E = t sinh(kappa) / sinh((N+1) kappa),
    |g| = sinh(N kappa) / sinh((N+1) kappa),   only if |g| < N/(N+1),
which tends to t |g|^N (1 - g^2) for large N at fixed k.

Symbols: t hopping strength (the matrix element is -t), k wavenumber times
the edge period a, N number of zigzag rows, kappa inverse decay length per row.
Lengths are in units of a; matrices are in units of t.
Atoms are ordered A_1..A_N, B_1..B_N; A_1 and B_N are the outermost atoms.
"""
import numpy as np
from scipy.optimize import brentq

BOND = 1 / np.sqrt(3)


def coordinates(N):
    n = np.arange(N)
    x = np.concatenate([n / 2, n / 2 + 0.5])
    y = np.concatenate([1.5 * BOND * n, 1.5 * BOND * n + 0.5 * BOND])
    return x, y


def ribbon(N, k):
    """Bloch Hamiltonian from atomic positions; bonds found by distance."""
    x, y = coordinates(N)
    dy = y[None, :] - y[:, None]
    H = np.zeros((2 * N, 2 * N), complex)
    for shift in (-1, 0, 1):
        dx = x[None, :] + shift - x[:, None]
        bonded = np.abs(np.hypot(dx, dy) - BOND) < 1e-6
        H -= bonded * np.exp(1j * k * dx)
    return H


def factor(k):
    return 2 * np.cos(k / 2)


def lowest(N, k):
    """Smallest non-negative energy by diagonalization, in units of t."""
    return np.linalg.eigvalsh(ribbon(N, k))[N]


def decay_root(N, g):
    """Solve the edge-state condition for exp(-kappa)."""
    def mismatch(z):
        return z * (1 - z**(2 * N)) / (1 - z**(2 * N + 2)) - abs(g)
    return brentq(mismatch, abs(g), 1 - 1e-6, xtol=1e-15)


def edge_energy(N, g):
    z = decay_root(N, g)
    return z**N * (1 - z**2) / (1 - z**(2 * N + 2))


def leading(N, g):
    return abs(g)**N * (1 - g**2)


# --- Amplitude ratio on a real-space ring of cells, without Bloch reduction
cells, rows = 8, 6
k_ring = 2 * np.pi * 3 / cells
g_ring = factor(k_ring)
x0, y0 = coordinates(rows)
X = np.concatenate([x0 + c for c in range(cells)])
Y = np.tile(y0, cells)
DX = X[None, :] - X[:, None]
DX -= cells * np.round(DX / cells)
DY = Y[None, :] - Y[:, None]
H_ring = -(np.abs(np.hypot(DX, DY) - BOND) < 1e-6).astype(float)


def ring_residual(ratio):
    profile = np.concatenate([ratio**np.arange(rows), np.zeros(rows)])
    wave = np.exp(1j * k_ring * X) * np.tile(profile, cells)
    return np.abs(H_ring @ wave).reshape(cells, 2 * rows)


good = ring_residual(-g_ring)
bad = ring_residual(g_ring)
assert good[:, :-1].max() < 1e-12          # zero energy except at far edge
assert np.allclose(good[:, -1], abs(g_ring)**rows, atol=1e-12)
assert bad[:, :-1].max() > 0.1             # the opposite sign fails

# --- Normalizability interval from zero-energy weight on the edge atom
eta, deep = 1e-4, 200
weight_table = []
for k_over_pi in (0.60, 0.65, 0.70, 0.90, 1.10, 1.30, 1.35):
    k = k_over_pi * np.pi
    source = np.zeros(2 * deep, complex)
    source[0] = 1
    green = np.linalg.solve(1j * eta * np.eye(2 * deep) - ribbon(deep, k),
                            source)
    weight = (1j * eta * green[0]).real
    expected = max(0.0, 1 - factor(k)**2)
    assert abs(weight - expected) < 1e-4   # finite eta gives about 1e-5
    weight_table.append((k_over_pi, factor(k), weight, expected))

# --- Complete ribbon spectrum from the quantization condition
for N, k_over_pi in ((10, 0.75), (7, 1.2), (12, 0.3), (9, 1.9), (10, 0.68)):
    k = k_over_pi * np.pi
    G = abs(factor(k))

    def condition(p):
        return G * np.sin((N + 1) * p) + np.sin(N * p)

    nodes = np.arange(1, N + 1) * np.pi / (N + 1)
    roots = [brentq(condition, nodes[j], nodes[j + 1], xtol=1e-14)
             for j in range(N - 1)]
    energies = []
    if G < N / (N + 1):
        energies.append(edge_energy(N, G))
    else:
        roots.append(brentq(condition, nodes[-1], np.pi - 1e-6, xtol=1e-14))
    energies += [np.sqrt(1 + G**2 + 2 * G * np.cos(p)) for p in roots]
    energies = np.sort(energies)
    full = np.concatenate([-energies[::-1], energies])
    assert np.allclose(np.linalg.eigvalsh(ribbon(N, k)), full, atol=1e-10)

# --- Edge eigenvectors on both sides of k = pi and for both energies
for N, k_over_pi in ((10, 0.75), (8, 1.15)):
    g = factor(k_over_pi * np.pi)
    s = np.sign(g)
    kap = -np.log(decay_root(N, g))
    n = np.arange(1, N + 1)
    _, vectors = np.linalg.eigh(ribbon(N, k_over_pi * np.pi))
    for energy_sign, column in ((1, N), (-1, N - 1)):
        shape = np.concatenate([
            (-s)**(n - 1) * np.sinh(kap * (N + 1 - n)),
            energy_sign * (-s)**n * np.sinh(kap * n)])
        shape /= np.linalg.norm(shape)
        assert abs(abs(np.vdot(vectors[:, column], shape)) - 1) < 1e-10

# --- Worked example
t_eV, k_ex, N_ex = 3.0, 0.75 * np.pi, 10
g_ex = factor(k_ex)
xi_rows = -1 / np.log(abs(g_ex))
xi_a = xi_rows * 1.5 * BOND

# Tunnelling matrix element between truncated edge states
powers = (-g_ex)**np.arange(N_ex)
powers = powers / np.linalg.norm(powers)
lower = np.concatenate([powers, np.zeros(N_ex)])
upper = np.concatenate([np.zeros(N_ex), powers[::-1]])
tunnel = (lower @ ribbon(N_ex, k_ex) @ upper).real
tunnel_formula = (-g_ex)**N_ex * (1 - g_ex**2) / (1 - g_ex**(2 * N_ex))
assert abs(tunnel - tunnel_formula) < 1e-12

# First correction to the exponential law, and the ratio for one more row
N_c = 20
measured_corr = lowest(N_c, k_ex) / leading(N_c, g_ex) - 1
formula_corr = g_ex**(2 * N_c) * (N_c * (1 - g_ex**2) - g_ex**2)
assert abs(measured_corr / formula_corr - 1) < 1e-2   # next order neglected
row_ratio = lowest(41, k_ex) / lowest(40, k_ex)
assert abs(row_ratio - abs(g_ex)) < 1e-6

# At k = pi the splitting vanishes
E_pi = lowest(N_ex, np.pi)
assert abs(E_pi) < 1e-12

# Threshold of the edge state in a finite ribbon
k_c = 2 * np.arccos(N_ex / (2 * N_ex + 2))
E_c = lowest(N_ex, k_c)
assert abs(E_c - 1 / (N_ex + 1)) < 1e-10
for k, expected_count in ((k_c - 0.01, 0), (k_c + 0.01, 1),
                          (2 * np.pi - k_c - 0.01, 1),
                          (2 * np.pi - k_c + 0.01, 0)):
    levels = np.linalg.eigvalsh(ribbon(N_ex, k))[N_ex:]
    below_band = np.sum(levels < abs(1 - abs(factor(k))) - 1e-10)
    assert below_band == expected_count
shift_exact = k_c - 2 * np.pi / 3
shift_approx = 2 / (np.sqrt(3) * (N_ex + 1))
assert abs(shift_approx / shift_exact - 1) < 0.02     # first order in 1/(N+1)

print(f"hopping t = {t_eV:.1f} eV")
print(f"wavenumber k = {k_ex / np.pi:.2f} pi = {k_ex:.4f} (units 1/a)")
print(f"g = 2cos(k/2) = {g_ex:.5f}; ratio per row = {-g_ex:.5f}")
print(f"g^2 = {g_ex**2:.5f}; 1-g^2 = {1 - g_ex**2:.5f}")
print(f"amplitude decay length = {xi_rows:.3f} rows = {xi_a:.3f} a")
for n in range(1, 6):
    print(f"semi-infinite: probability on A_{n} = "
          f"{(1 - g_ex**2) * g_ex**(2 * n - 2):.5f}")
print(f"ring test, {rows} rows: largest residual off far edge = "
      f"{good[:, :-1].max():.1e} t")
print(f"ring test: residual on far edge = {good[0, -1]:.5f} t")
print(f"ring test with ratio +g: largest residual = "
      f"{bad[:, :-1].max():.3f} t")
print("zero-energy weight on edge atom: k/pi, g, computed, max(0,1-g^2)")
for row in weight_table:
    print(f"  {row[0]:.2f}  {row[1]:8.4f}  {row[2]:.5f}  {row[3]:.5f}")
print("splitting 2E in eV: N, diagonalized, exact formula, leading law")
for N in (5, 10, 20, 40):
    diag, exact = lowest(N, k_ex), edge_energy(N, g_ex)
    assert abs(diag - exact) < 1e-12
    print(f"  {N:2d}  {2 * t_eV * diag:.5e}  {2 * t_eV * exact:.5e}  "
          f"{2 * t_eV * leading(N, g_ex):.5e}")
z_ex = decay_root(N_ex, g_ex)
print(f"N = {N_ex}: exp(-kappa) = {z_ex:.6f}, kappa = {-np.log(z_ex):.6f}")
print(f"N = {N_ex}: edge energy E = {t_eV * lowest(N_ex, k_ex):.6f} eV")
print(f"N = {N_ex}: splitting 2E = {2000 * t_eV * lowest(N_ex, k_ex):.3f} meV")
print(f"N = {N_ex}: tunnelling matrix element = {t_eV * tunnel:.6f} eV")
print(f"N = {N_c}: relative correction, diagonalized = {measured_corr:.4e}")
print(f"N = {N_c}: relative correction, formula = {formula_corr:.4e}")
print(f"E(N=41)/E(N=40) = {row_ratio:.6f}")
print(f"N = {N_ex}: |E| at k = pi is {abs(t_eV * E_pi):.1e} eV")
print(f"N = {N_ex}: threshold |g| = N/(N+1) = {N_ex / (N_ex + 1):.5f}")
print(f"N = {N_ex}: threshold k_c = {k_c:.5f} = {k_c / np.pi:.5f} pi")
print(f"N = {N_ex}: k_c - 2pi/3 = {shift_exact:.5f}, "
      f"estimate {shift_approx:.5f}")
print(f"N = {N_ex}: energy at threshold = {t_eV * E_c:.5f} eV")
k_near = 0.68 * np.pi
print(f"k = 0.68 pi: g = {factor(k_near):.5f}")
print(f"k = 0.68 pi, N = {N_ex}: lowest E = "
      f"{t_eV * lowest(N_ex, k_near):.5f} eV")
print(f"k = 0.68 pi, N = {N_ex}: leading law would give "
      f"{t_eV * leading(N_ex, factor(k_near)):.5f} eV")
print("all assertions hold")
```

Printed output:

```
hopping t = 3.0 eV
wavenumber k = 0.75 pi = 2.3562 (units 1/a)
g = 2cos(k/2) = 0.76537; ratio per row = -0.76537
g^2 = 0.58579; 1-g^2 = 0.41421
amplitude decay length = 3.740 rows = 3.239 a
semi-infinite: probability on A_1 = 0.41421
semi-infinite: probability on A_2 = 0.24264
semi-infinite: probability on A_3 = 0.14214
semi-infinite: probability on A_4 = 0.08326
semi-infinite: probability on A_5 = 0.04877
ring test, 6 rows: largest residual off far edge = 1.1e-15 t
ring test: residual on far edge = 0.20101 t
ring test with ratio +g: largest residual = 1.531 t
zero-energy weight on edge atom: k/pi, g, computed, max(0,1-g^2)
  0.60    1.1756  0.00000  0.00000
  0.65    1.0450  0.00000  0.00000
  0.70    0.9080  0.17557  0.17557
  0.90    0.3129  0.90211  0.90211
  1.10   -0.3129  0.90211  0.90211
  1.30   -0.9080  0.17557  0.17557
  1.35   -1.0450  0.00000  0.00000
splitting 2E in eV: N, diagonalized, exact formula, leading law
   5  7.55194e-01  7.55194e-01  6.52715e-01
  10  1.74466e-01  1.74466e-01  1.71424e-01
  20  1.18262e-02  1.18262e-02  1.18241e-02
  40  5.62551e-05  5.62551e-05  5.62551e-05
N = 10: exp(-kappa) = 0.766937, kappa = 0.265351
N = 10: edge energy E = 0.087233 eV
N = 10: splitting 2E = 174.466 meV
N = 10: tunnelling matrix element = 0.086122 eV
N = 20: relative correction, diagonalized = 1.7434e-04
N = 20: relative correction, formula = 1.7426e-04
E(N=41)/E(N=40) = 0.765367
N = 10: |E| at k = pi is 0.0e+00 eV
N = 10: threshold |g| = N/(N+1) = 0.90909
N = 10: threshold k_c = 2.19787 = 0.69960 pi
N = 10: k_c - 2pi/3 = 0.10347, estimate 0.10497
N = 10: energy at threshold = 0.27273 eV
k = 0.68 pi: g = 0.96351
k = 0.68 pi, N = 10: lowest E = 0.37344 eV
k = 0.68 pi, N = 10: leading law would give 0.14822 eV
all assertions hold
```
